# Upper limits on the exchange enhancement factor: 1.804 and 1.174

## What goes wrong without a limit

A generalized gradient approximation (GGA) multiplies the local exchange energy density by a factor $F(s)$ that depends on the reduced density gradient $s$. Nothing in this form stops it from predicting more exchange energy than any wavefunction can supply. For a two-electron density with $s=4$ nearly everywhere, constructed below, the B88 functional gives 2.03 times the local exchange energy and PBE gives 1.65 times. The exact ratio is 0.11, and no two-electron singlet with both electrons in one orbital can exceed 1.174. For any closed shell the ratio cannot exceed 1.804. B88 breaks both limits here, PBE the first.

## Conventions: pair density and hole

Let $n(\mathbf r)$ be the electron density, $N$ its integral, and $K=e^2/(4\pi\varepsilon_0)$. The pair density $P(\mathbf r,\mathbf r')$ is normalized to $N(N-1)$. The electron repulsion, the Hartree energy and the indirect energy are

$$V_{ee}=\frac K2\iint\frac{P(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad U[n]=\frac K2\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad W=V_{ee}-U .$$

For a single determinant with orbitals $\varphi_{i\sigma}$ of spin $\sigma$, define $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\varphi_{i\sigma}(\mathbf r)\varphi^*_{i\sigma}(\mathbf r')$. Then

$$P=n(\mathbf r)n(\mathbf r')-\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2 .$$

The first term gives $U$, so $W$ is the exchange energy:

$$E_x=-\frac K2\sum_\sigma\iint\frac{|\gamma_\sigma|^2}{|\mathbf r-\mathbf r'|}=\frac K2\iint\frac{n(\mathbf r)\,n_x(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad n_x=-\frac{\sum_\sigma|\gamma_\sigma|^2}{n(\mathbf r)} .$$

Here $n_x$ is the exchange hole. For one electron $|\gamma|^2=n(\mathbf r)n(\mathbf r')$, so $n_x=-n(\mathbf r')$ and $E_x=-U$: exchange cancels the self-repulsion. For two electrons in one orbital, each spin has density $n/2$ and $|\gamma_\sigma|^2=n(\mathbf r)n(\mathbf r')/4$. The sum over two spins gives $n_x=-n(\mathbf r')/2$ and $E_x=-U/2$.

## The local reference energy

In a uniform unpolarized gas each spin fills the sphere $k<k_F$, with $n=k_F^3/(3\pi^2)$. With $u=|\mathbf r-\mathbf r'|$ and $x=k_Fu$,

$$\gamma_\sigma=\frac1{2\pi^2}\int_0^{k_F}k^2\frac{\sin ku}{ku}\,dk=\frac{\sin x-x\cos x}{2\pi^2u^3}=\frac n2\,\frac{3j_1(x)}{x},$$

where $j_1=(\sin x-x\cos x)/x^2$. The hole is therefore $n_x=-(n/2)(3j_1/x)^2$, and the energy per electron is

$$\varepsilon_x=\frac K2\int_0^\infty\frac{n_x}{u}4\pi u^2du=-\frac{9\pi Kn}{k_F^2}\int_0^\infty\frac{j_1^2}{x}dx .$$

With $j_0=\sin x/x$ one has $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so $(j_0^2+j_1^2)'=-4j_1^2/x$. The bracket falls from 1 at $x=0$ to 0 at infinity, and the integral is $1/4$. Inserting $n=k_F^3/(3\pi^2)$ gives $\varepsilon_x=-3Kk_F/(4\pi)$. With $k_F=(3\pi^2n)^{1/3}$,

$$E_x^{\rm LDA}=-AK\int n^{4/3}d^3r,\qquad A=\frac34\left(\frac3\pi\right)^{1/3}=0.7386 .$$

The quantity to be limited is $\bar F=E_x/E_x^{\rm LDA}$, a ratio of two negative energies.

## The general limit

The Lieb-Oxford theorem is taken as input. It states that for every antisymmetric $N$-electron state of finite kinetic energy, with Coulomb repulsion,

$$W\ge-CK\int n^{4/3}d^3r ,$$

with a constant $C$ that depends on neither the state nor $N$. The value taken as input here is $C=1.679$. Applied directly to a closed-shell determinant, it gives $\bar F\le C/A=2.273$. Spin separation does better.

In a closed shell both spins have the same orbitals and the density $n/2$. The exchange energy is a sum over spins with no cross term. Each term is the exchange energy of a fully polarized determinant of $N/2$ electrons with density $n/2$. The theorem holds for that determinant too, so

$$|E_x[n]|=2\,|W_{\rm pol}|\le2CK\int\left(\frac n2\right)^{4/3}d^3r=2^{-1/3}CK\int n^{4/3}d^3r .$$

The power of two is $2\cdot2^{-4/3}=2^{-1/3}$. Division by $|E_x^{\rm LDA}|$ gives

$$\boxed{\bar F\le\frac{C}{2^{1/3}A}=\frac{2.273}{2^{1/3}}=1.804}$$

To one more digit the limit is 1.8044, and 1.804 stands for this value throughout. The gain arises because the theorem must also hold for polarized electrons, whose exchange is stronger at a given density. A closed shell is two such systems at half density, and the power $4/3$ makes the sum of the two bounds smaller than one bound at full density.

Eight electrons in the lowest $s$ and $p$ orbitals of a harmonic oscillator illustrate the separation. The four polarized electrons have $W=-1.89498$ and the closed shell $E_x=-3.78995$, in units of $K$ per oscillator length. The factor of two holds to the rounding of the digits, and $\bar F=1.085$.

## The one-electron constant: finding the candidate

For one electron $W=-U$. The task is to find the least $C_1$ with

$$U[n]\le C_1K\int n^{4/3}d^3r\qquad\text{when}\qquad\int n\,d^3r=1 .$$

Under $n(\mathbf r)\to\lambda^3n(\lambda\mathbf r)$ both sides acquire one factor $\lambda$, so the size of the density is irrelevant and its shape decides.

Replace each region where $n$ exceeds a given value by a ball of equal volume about the origin. This keeps $\int n$ and $\int n^{4/3}$, and by the Riesz rearrangement inequality it does not lower $U$. For a $p$ orbital of the oscillator, $U$ rises from 0.326 to 0.363 in the units above. It is therefore enough to study radial densities that do not increase outward. If $q(r)$ is the number of electrons inside radius $r$, building the density shell by shell gives

$$\frac UK=\int\frac{q}{r}\,dq,\qquad dq=4\pi r^2n\,dr .$$

Let $m(R)$ be a candidate for the best density. At a maximum of $U/(K\int m^{4/3})$, with value $C_1$, the variation of $U/K-C_1\int m^{4/3}$ must equal a multiplier $\lambda$ times the variation of the electron number. With $v(R)=\int m(\mathbf r')/|\mathbf R-\mathbf r'|\,d^3r'$ this means

$$v=\tfrac43C_1m^{1/3}+\lambda\quad\text{where }m>0 .$$

Since $dv/dR=-q/R^2$, differentiation removes the multiplier:

$$\frac{4C_1}{3}\frac{d\,m^{1/3}}{dR}=-\frac{q(R)}{R^2}.\tag{1}$$

Multiply by $R^2$, differentiate again, and use $q'=4\pi R^2m$. With $m=m_0\theta^3$, $R=\ell\xi$ and $\ell^2=C_1/(3\pi m_0^{2/3})$ this becomes the Lane-Emden equation of index 3,

$$\frac1{\xi^2}\frac{d}{d\xi}\left(\xi^2\frac{d\theta}{d\xi}\right)=-\theta^3,\qquad\theta(0)=1,\quad\theta'(0)=0 .$$

Its solution reaches zero at $\xi_1=6.897$, where the density ends. Integrating the equation gives $\int_0^{\xi_1}\xi^2\theta^3d\xi=-\xi_1^2\theta'(\xi_1)\equiv\mu=2.01824$. Normalization then requires

$$1=4\pi\ell^3m_0\,\mu=4\pi\left(\frac{C_1}{3\pi}\right)^{3/2}\mu .$$

The central density $m_0$ has dropped out, as the scaling argument requires, and the constant is fixed:

$$C_1=3\pi(4\pi\mu)^{-2/3}=\frac34(4\pi)^{1/3}\mu^{-2/3}=1.0918 .$$

## Proof that the candidate is best

Stationarity does not prove a maximum. Take now any radial, non-increasing $n(r)$ with unit integral and finite $\int n^{4/3}$, and keep $m$ and $C_1$ as just constructed. To each $R$ assign the radius $r(R)$ at which $n$ encloses the same charge $q$ as $m$ does at $R$. Then

$$r^2n\,\frac{dr}{dR}=R^2m .$$

Write $r=R/h(R)$. Differentiation gives $dr/dR=h^{-1}(1-Rh'/h)$, which is positive, and hence

$$n=\frac{mR^2}{r^2\,dr/dR}=\frac{m\,h^3}{1-Rh'/h}.$$

The function $(1-y)^{-1/3}$ is convex for $y<1$ and so lies above its tangent at $y=0$, which is $1+y/3$. With $y=Rh'/h$,

$$n^{1/3}=m^{1/3}h\,(1-y)^{-1/3}\ge m^{1/3}\left(h+\tfrac13Rh'\right).$$

Because $\int n^{4/3}d^3r=\int n^{1/3}dq$ and $dq=4\pi R^2m\,dR$,

$$\int n^{4/3}d^3r\ge4\pi\int R^2m^{4/3}\left(h+\tfrac13Rh'\right)dR=\frac{4\pi}3\int m^{4/3}\frac{d(R^3h)}{dR}dR .$$

Integrate by parts. The boundary term is proportional to $m^{4/3}R^3h=m^{4/3}R^4/r$. At the surface of $m$ it vanishes because $m\to0$ while $r$ stays away from zero. Near the centre $q\propto R^3$, so the term is proportional to $q^{4/3}/r$. Hölder's inequality in the ball of radius $r$ gives

$$q^{4/3}\le\left(\frac{4\pi}3\right)^{1/3}r\int_{\rm ball}n^{4/3}d^3r ,$$

and the integral over the shrinking ball tends to zero, so this boundary term vanishes too. For the remaining integral, equation (1) gives

$$\frac{d\,m^{4/3}}{dR}=4m\frac{d\,m^{1/3}}{dR}=-\frac{3mq}{C_1R^2}.$$

The two minus signs cancel. With $Rh=R^2/r$,

$$\int n^{4/3}d^3r\ge\frac{4\pi}{C_1}\int Rh\,mq\,dR=\frac1{C_1}\int\frac qr\,4\pi R^2m\,dR=\frac1{C_1}\int\frac qr\,dq=\frac{U[n]}{C_1K}.$$

This is the claimed inequality. If $n$ is $m$ or a rescaled copy of it, $h$ is constant and the tangent step is an equality. The constant is therefore attained and cannot be lowered.

For the exponential density $n=e^{-2r/a}/(\pi a^3)$ the steps have these values in units of $1/a$: $\int n^{4/3}=0.28805$, its tangent bound is 0.28622, and $C_1$ times the bound is 0.31250, equal to $U/K$ to the digits shown. The whole loss is in the tangent step.

## The two-electron limit

For a singlet with both electrons in one orbital, each spin contributes the exchange energy of one electron with density $n/2$. The argument of the general limit applies with $C_1$ in place of $C$:

$$\boxed{\bar F\le\frac{C_1}{2^{1/3}A}=1.1733}$$

Rounding $C_1$ up to 1.092 first gives 1.1735, which rounds up to 1.174. That number is thus a safe limit, slightly above the sharp one. The Lane-Emden profile, filled with two electrons, attains the sharp one.

The two limits differ in standing. The two-electron limit cannot be improved. The general limit inherits the value of $C$, and 1.679 is not the best possible constant, so 1.804 should not be read as a ratio that some system reaches.

The table compares several shapes, each with two electrons. The Gaussian and the exponential come within 0.7% of the maximum, while the uniform ball stays 11% below it:

| Profile | $\bar F$ |
|---|---|
| Lane-Emden | 1.173 |
| Gaussian | 1.170 |
| exponential | 1.166 |
| hollow shell, $r^2e^{-r^2}$ | 1.136 |
| uniform ball | 1.039 |

## From energies to the factor $F(s)$

Both limits concern integrated energies. A GGA has the form

$$E_x^{\rm GGA}=-AK\int n^{4/3}F(s)\,d^3r,\qquad s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .$$

If $F(s)\le1.804$ for all $s$, then $\bar F\le1.804$ for every density, because $\bar F$ is the average of $F$ with weight $n^{4/3}$. The pointwise condition is sufficient. For a continuous, nonnegative $F$ it is also necessary if the GGA is to obey the limit for all closed-shell densities. To see this, take

$$n(r)=(b+cr)^{-3},\qquad|n'|=3c\,(b+cr)^{-4}=3c\,n^{4/3},\qquad s=\frac{3c}{2(3\pi^2)^{1/3}} ,$$

which has the same $s$ at every $r>0$. Up to a radius $R$,

$$\int_0^R4\pi r^2n^{4/3}dr=\frac{4\pi}{3b}\frac{R^3}{(b+cR)^3}\to\frac{4\pi}{3bc^3},$$

while, with $t=\ln(1+cr/b)$ and $T$ its value at $R$,

$$\int_0^R4\pi r^2n\,dr=\frac{4\pi}{c^3}\int_0^T(1-e^{-t})^2dt\simeq\frac{4\pi}{c^3}\left(T-\frac32\right).$$

The first integral converges and the second grows without bound. Beyond $R$ let the density decay exponentially with matched value and slope. For $cR\gg b$ the decay rate is $3/R$. The tail then holds

$$\frac{4\pi}{c^3}\left(\frac13+\frac29+\frac2{27}\right)=\frac{4\pi}{c^3}\,\frac{17}{27}$$

electrons, and its $\int n^{4/3}$ falls as $1/R$. By choosing $R$ one can reach any sufficiently large even $N$. Such a density belongs to some closed-shell determinant, since $\int|\nabla\sqrt n|^2$ is finite. The tail cannot reduce $|E_x^{\rm GGA}|$ because $F\ge0$. As $N\to\infty$ the GGA ratio therefore tends to at least $F(s)$. If $F(s)$ exceeded 1.804 at any $s>0$, some density would violate the limit; continuity covers $s=0$.

At $N=2$ the same construction works when $s$ is large. Setting the electron number to 2 gives

$$T=\frac{c^3}{2\pi}+\frac32-\frac{17}{27}.$$

For $s=4$, $c=8.2498$ and $T=89.36+0.87=90.23$. The tail's share of $\int n^{4/3}$ is of order $e^{-90}$, and so is its share of the GGA energy. In the tail $s$ grows without bound, but PBE has a bounded $F$, and for B88 $F-1$ grows no faster than $s$. Since $n^{4/3}s\propto|n'|=(3/R)\,n$ there, the tail's GGA energy also falls as $1/R$. The GGA ratio is therefore $F(4)$ for all practical purposes: 1.654 for PBE and 2.033 for B88. These are the violations described at the start.

The exact ratio, 0.109, is small for a reason visible in the hole. The region $t\le3$ carries $(1-e^{-3})^3=86\%$ of the local exchange energy. It contains $(4\pi/c^3)\times1.60=0.036$ of the two electrons. The hole $-n(\mathbf r')/2$ is spread over the whole density, so almost none of it lies near an electron in this region. A function of $n$ and $s$ at one point cannot detect this.

A GGA also cannot tell a two-electron singlet from a larger system with the same local $n$ and $s$. The orbital kinetic energy density supplies a sign: for one real, doubly occupied orbital $\varphi=\sqrt{n/2}$, the sum of $|\nabla\varphi|^2$ over both electrons is $|\nabla n|^2/(4n)$. A functional using this quantity can impose 1.174 where the equality holds and 1.804 elsewhere. The sign is not unique to two electrons, however. In a four-electron closed shell with hydrogenic $1s$ and $2s$ orbitals the equality also holds at the nucleus and is approached far from it. At such points the smaller value is a design choice, not a consequence of the two-electron proof.

## A worked density

Take two electrons with $n=(2/\pi a^3)e^{-2r/a}$ and $a=0.05$ nm. These are model parameters. With $x=2r/a$ the enclosed number is $q=2[1-e^{-x}(1+x+x^2/2)]$, and $4\pi rn\,dr=(2/a)xe^{-x}dx$. Hence

$$U=\frac{4K}a\int_0^\infty xe^{-x}\left[1-e^{-x}\left(1+x+\tfrac12x^2\right)\right]dx=\frac{4K}a\left(1-\frac14-\frac14-\frac3{16}\right)=\frac{5K}{4a}.$$

With $K=1.43996$ eV nm this is 36.00 eV, and

$$E_x=-\tfrac12U=-18.00\ {\rm eV}=-2.884\times10^{-18}\ {\rm J}.$$

For the local energy,

$$\int n^{4/3}d^3r=\left(\frac2{\pi a^3}\right)^{4/3}\frac{8\pi}{(8/3a)^3}=\left(\frac2\pi\right)^{4/3}\frac{27\pi}{64a}=14.517\ {\rm nm}^{-1},$$

so $E_x^{\rm LDA}=-0.73856\times1.43996\times14.517=-15.44$ eV and $\bar F=18.00/15.44=1.166$. The sharp two-electron limit allows $1.17333\times15.4386=18.115$ eV of exchange. The density, at 18.000 eV, comes within 0.115 eV of it, or 0.6% of its own exchange energy. The general limit allows 27.86 eV and hardly constrains this system. Changing $a$ rescales every energy by the same factor and leaves $\bar F$ unchanged.

## Conditions of validity

The derivations assume the full Coulomb repulsion and the exchange energy of a single closed-shell determinant. A screened or range-separated repulsion that lies between zero and the Coulomb repulsion at every distance can only reduce $|E_x|$, so both limits still hold relative to the full Coulomb $E_x^{\rm LDA}$. They are not proved for the ratio to the local energy of the screened interaction itself, and the value 1.174 fails there. For two electrons with $n\propto e^{-r^2/d^2}$ that ratio is 1.197 for the long-range repulsion $K\,{\rm erf}(\omega u)/u$ at $\omega d=0.8$, and 1.192 for the short-range repulsion $K\,{\rm erfc}(\omega u)/u$ at $\omega d=0.2$. The value 1.174 further requires one orbital per spin. With more orbitals the proof no longer applies, and the limit established here is 1.804. The eight-electron oscillator, at 1.085, happens to lie below both numbers, but one example does not extend the tighter limit. The numerical output gives the remaining digits.

## Table of computed values

```
A, uniform-gas coefficient (dimensionless): 0.738559
A from the hole integral (dimensionless): 0.73855
C_LO, input (dimensionless): 1.679
C_LO / A (dimensionless): 2.2733
General limit on Fbar (dimensionless): 1.8044
Lane-Emden surface xi1 (dimensionless): 6.89685
Lane-Emden mu (dimensionless): 2.01824
C_1 from mu (dimensionless): 1.09182
C_1 / A (dimensionless): 1.4783
Sharp singlet limit (dimensionless): 1.17333
Singlet limit, C_1 rounded (dimensionless): 1.17353
extremal: one-electron ratio 1.09182, singlet Fbar 1.17333 (dimensionless)
exponential: one-electron ratio 1.08488, singlet Fbar 1.16588 (dimensionless)
Gaussian: one-electron ratio 1.08866, singlet Fbar 1.16994 (dimensionless)
uniform ball: one-electron ratio 0.96720, singlet Fbar 1.03941 (dimensionless)
hollow shell: one-electron ratio 1.05731, singlet Fbar 1.13625 (dimensionless)
p orbital: one-electron ratio (dimensionless): 0.9756
p orbital: U (K/oscillator length): 0.3258
p orbital rearranged: U (K/osc. length): 0.3633
Shell matching: int n^(4/3) (1/a): 0.28805
Shell matching: tangent bound (1/a): 0.28622
Shell matching: C_1 * bound (1/a): 0.31250
Shell matching: U/K (1/a): 0.31250
Oscillator, 4 polarized: W (K/osc. length): -1.89498
Oscillator, 8 closed-shell: E_x (K/osc. length): -3.78995
Oscillator, 8 electrons: Fbar (dimensionless): 1.0850
Constant-s density: s (dimensionless): 4.0
Constant-s density: c (dimensionless): 8.2498
Constant-s cutoff ln(1+cR/b) (dimensionless): 90.23
Constant-s exact Fbar (dimensionless): 0.1094
Constant-s PBE Fbar (dimensionless): 1.6542
Constant-s B88 Fbar (dimensionless): 2.0331
Example: a (nm): 0.050
Example: K (eV nm): 1.43996
Example: int n^(4/3) (1/nm): 14.5168
Example: Hartree energy (eV): 35.9991
Example: exact E_x (eV): -17.9996
Example: exact E_x (J): -2.8838e-18
Example: local E_x (eV): -15.4386
Example: singlet bound (eV): -18.1146
Example: general bound (eV): -27.8567
Example: Fbar (dimensionless): 1.16588
```
